# Why interfacial shear gathers at the edge of a stressed film

Anyone who asks whether a stressed dielectric film will slip on its substrate must decide what shear stress to load the interface with. The film stress $\sigma$ is known, but it acts in the film and not on the interface. Dividing the film force by the length of the film gives a number that falls as the film is made longer, although its edge stays the same. The same decision arises in a finite-element model: which part of the interface needs a fine mesh? Both answers follow from a force balance, which fixes the total shear near an edge, and from an elastic problem, which fixes the distance over which it is spread.

## What equilibrium fixes

Let the film occupy $x>0$, $0<y<h$, with its free edge at $x=0$ and its bonded face at $y=0$. The top and the edge carry no traction. The edge is straight and long in the $z$ direction, strains are small, and nothing varies along $z$ (plane strain). Deep inside, the in-plane stress is uniform, $\sigma_{xx}=\sigma$, with tension positive. Define the interfacial shear and the film force per unit width,

$$\tau(x)=\sigma_{xy}(x,0),\qquad N(x)=\int_0^h\sigma_{xx}\,dy .$$

Without body forces, equilibrium along $x$ reads $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=0$. Integration over the thickness gives

$$\frac{dN}{dx}=-\big[\sigma_{xy}(x,h)-\sigma_{xy}(x,0)\big]=\tau(x),$$

because the top is free of shear. Where $N$ is uniform, $\tau$ is zero: a slice of film pulled equally from both sides needs no help from the substrate. At the edge $N(0)=0$, and deep inside $N=\sigma h$, so

$$\int_0^{\infty}\tau\,dx=\sigma h .$$

Here "infinity" means a point far from this edge and from any other. No elastic law has been used, so the balance also holds if the material near the edge yields. In a film of finite width the opposite edge carries shear of the opposite sign, and the integral over the whole width is zero.

The sign has a plain meaning. The outward normal of the film's lower face is $-y$, so the substrate exerts the traction $-\tau$ on the film along $x$. For tension $\tau>0$, and the substrate pulls the film outward, towards the edge, against its tendency to shrink inward.

Two changes of the assumptions show what the balance depends on. If the edge is covered and carries a mean stress $\sigma_e$, then $N(0)=\sigma_e h$ and the integral becomes $(\sigma-\sigma_e)h$. If the interior is not uniform, the shear there is $\tau=d(\sigma h)/dx$. This holds for a varying thickness too. The derivative of $N$ then gains the term $h'\sigma_{xx}(x,h)$, while a traction-free sloping top requires $\sigma_{xy}(x,h)=h'\sigma_{xx}(x,h)$, and the two cancel.

The film force acts at mid-thickness, above the interface, so it also has a moment. Consider the film between the edge and a deep cut, where the shear on the cut has vanished. Vertical balance gives $\int\sigma_{yy}(x,0)\,dx=0$. About the lower corner of the edge, the base traction $-\sigma_{yy}$ has the moment $-\int x\,\sigma_{yy}\,dx$, and the stress $\sigma$ on the cut has the moment $-\int_0^h y\,\sigma\,dy=-\sigma h^2/2$. Their sum is zero:

$$\int_0^\infty x\,\sigma_{yy}(x,0)\,dx=-\tfrac12\sigma h^2 .$$

Since the total normal force vanishes, the opening and closing parts are equal in size. The negative moment then says that, for a tensile film, the centroid of the opening part lies nearer the edge. Shear at a free edge is thus accompanied by peeling tension.

## Why the shear is local

Take first a film without an edge, on a rigid substrate. Zero displacement, with $\sigma_{xx}=\sigma$ and $\sigma_{xy}=\sigma_{yy}=0$, satisfies equilibrium, the bond and the free top. Cutting an edge violates one condition: the edge must now carry no traction. The displacement $u$ caused by the cut therefore solves the problem of a layer clamped at its base and loaded at its end. The question is how far such a load reaches.

A solvable model follows from two approximations. The first neglects $\sigma_{yy}$. In plane strain $\varepsilon_{zz}$ does not change, so a change $\Delta\sigma_{xx}$ brings $\Delta\sigma_{zz}=\nu\,\Delta\sigma_{xx}$. Then $\partial_xu=(\Delta\sigma_{xx}-\nu\Delta\sigma_{zz})/E=(1-\nu^2)\Delta\sigma_{xx}/E$, or

$$\sigma_{xx}=\sigma+E'\,\partial_xu,\qquad E'=\frac{E}{1-\nu^2}.$$

The second drops the slope of the vertical displacement from the shear strain, so that $\sigma_{xy}=G\,\partial_yu$ with $G=E/[2(1+\nu)]$. Equilibrium along $x$ becomes

$$E'\,\partial_x^2u+G\,\partial_y^2u=0 .$$

The conditions are $u=0$ at $y=0$, $\partial_yu=0$ at $y=h$, $E'\partial_xu=-\sigma$ at $x=0$, and decay at large $x$.

The first two select the profiles $\sin(n\pi y/2h)$ with $n$ odd. For a profile times $f(x)$, the equation gives $f''=(G/E')(n\pi/2h)^2f$. The decaying solution is $f=e^{-nx/\lambda}$, with

$$\lambda=\frac{2h}{\pi}\sqrt{\frac{E'}{G}}=\frac{2h}{\pi}\sqrt{\frac{2}{1-\nu}} ,$$

since $E'/G=2(1+\nu)/(1-\nu^2)=2/(1-\nu)$. Young's modulus has dropped out: on a rigid base there is no second stiffness to compare it with, and the thickness is the one length available. The clamped base causes the decay. Each profile must vanish at $y=0$, so a displacement of the film shears it through its thickness, and this shear hands the force to the substrate.

Write $u=\sum a_n\sin(n\pi y/2h)\,e^{-nx/\lambda}$, summed over odd $n$. The edge condition is

$$\sum_{n\ \rm odd}\frac{n a_n}{\lambda}\sin\frac{n\pi y}{2h}=\frac{\sigma}{E'} .$$

Multiply by one of the sines and integrate over the thickness. The sines are orthogonal, $\int_0^h\sin^2(n\pi y/2h)\,dy=h/2$, and $\int_0^h\sin(n\pi y/2h)\,dy=2h/(n\pi)$. Hence

$$\frac{na_n}{\lambda}\,\frac h2=\frac{\sigma}{E'}\,\frac{2h}{n\pi}
\quad\Rightarrow\quad a_n=\frac{4\sigma\lambda}{\pi E'n^2}.$$

The interfacial shear is $G\,\partial_yu$ at $y=0$:

$$\tau=G\sum_{n\ \rm odd}a_n\frac{n\pi}{2h}e^{-nx/\lambda}
=\frac{2G\sigma\lambda}{E'h}\sum_{n\ \rm odd}\frac{e^{-nx/\lambda}}{n}.$$

The definition of $\lambda$ gives $G/E'=4h^2/(\pi^2\lambda^2)$, and $\sum q^n/n$ over odd $n$ is $\operatorname{artanh}q$. Therefore

$$\boxed{\;\tau(x)=\frac{8\sigma h}{\pi^2\lambda}\,\operatorname{artanh}\!\big(e^{-x/\lambda}\big)\;}$$

To recover the force balance, integrate the series term by term. Each term gives $\lambda/n^2$, so $\int\tau\,dx=(8\sigma h/\pi^2)\sum1/n^2$. The sum follows from the sine series of unity, $1=(4/\pi)\sum\sin(n\pi y/2h)/n$. Integrated from $0$ to $h$ it reads $h=(8h/\pi^2)\sum1/n^2$, so the sum is $\pi^2/8$ and the integral is $\sigma h$.

Far from the edge the first term remains, $\tau\simeq(8\sigma h/\pi^2\lambda)e^{-x/\lambda}$. Close to it, $\operatorname{artanh}(e^{-s})=\tfrac12\ln\coth(s/2)\simeq\tfrac12\ln(2/s)$, so

$$\tau\simeq\frac{4\sigma h}{\pi^2\lambda}\ln\frac{2\lambda}{x}.$$

This grows without limit, but its integral is finite. The peak shear of an ideal sharp corner is therefore not a usable number, whereas the force carried over a stated distance is.

## When the film is narrow

A line of width $2a$ on a rigid base has edges at $x=0$ and $x=2a$. By symmetry $u$ vanishes at the centre, so $e^{-nx/\lambda}$ is replaced by $\sinh[n(a-x)/\lambda]/\cosh(na/\lambda)$. Its slope at $x=0$ is again $-n/\lambda$, so the coefficients $a_n$ are unchanged. At the centre its slope is $-(n/\lambda)/\cosh(na/\lambda)$, and $N=\sigma h+E'\int_0^h\partial_xu\,dy$ gives

$$N(a)=\sigma h\left[1-\frac{8}{\pi^2}\sum_{n\ \rm odd}\frac{1}{n^2\cosh(na/\lambda)}\right].$$

For $a\gg\lambda$ the missing fraction is $(16/\pi^2)e^{-a/\lambda}$. For $a\ll\lambda$ the bracket tends to zero: the stress across the line has relaxed, and no interior at stress $\sigma$ exists. The stress along the line does not vanish; for an equibiaxial film its mean tends to $(1-\nu)\sigma$. For narrow lines the model is only a rough guide: at $\nu=0.25$ and $a=h$ it gives $N(a)=0.45\,\sigma h$ against $0.36\,\sigma h$ in full elasticity, and it is 20 to 25 % too high for $a$ between $0.1h$ and $h$. The shear from one edge to the centre still integrates to $N(a)$, but that is no longer $\sigma h$.

## A low-k film on silicon

Take rough typical values for a porous organosilicate film on a silicon wafer: $h=500$ nm, $\sigma=50$ MPa, $E=8$ GPa and $\nu=0.25$. The film force is

$$\sigma h=(50\times10^6\ \text{Pa})(500\times10^{-9}\ \text{m})=25\ \text{N/m},$$

and the model's decay length is $\lambda=(2/\pi)\sqrt{2/0.75}\;h=1.040\,h=520$ nm.

The two approximations are doubtful near the edge, where peeling stress is present. The table therefore sets the model beside a finite-element solution of full plane-strain elasticity on a rigid base, for a film of half-width $12h$. "Share" is the part of $\sigma h$ transferred between the edge and $x$.

| $x$ (nm) | $\tau$ full (MPa) | $\tau$ model (MPa) | share full | share model |
|---|---|---|---|---|
| 250 | 26.1 | 28.2 | 0.40 | 0.47 |
| 500 | 16.9 | 15.7 | 0.61 | 0.68 |
| 1000 | 7.4 | 5.7 | 0.84 | 0.88 |
| 1500 | 2.9 | 2.2 | 0.94 | 0.95 |
| 2500 | 0.43 | 0.32 | 0.991 | 0.993 |

Three film thicknesses from the edge, about 94 % of the force has been handed over on a rigid base (92 % on silicon). The model places the shear somewhat too near the edge: at 1000 nm its shear is 23 % below the full solution. Its share is too large by at most 0.08 at the distances listed.

The decay length in the full solution, read from the fall of $\tau$ between $3.5h$ and $5.5h$, is 522 nm. The close agreement with 520 nm belongs to this Poisson ratio. At $\nu=0$ the model gives $0.90h$ against $0.84h$, which is too long, and at $\nu=0.4$ it gives $1.16h$ against $1.21h$, which is too short. The error changes sign between them.

At 5 nm from the edge the full solution gives 85 MPa, more than the film stress itself, and the model gives 104 MPa. Between $0.005h$ and $0.03h$ the full shear varies on average as $x^{-0.25}$. An average slope cannot by itself tell a power from a logarithm, but the corner problem settles it. At a right-angled corner with one face clamped and one free, the stresses vary as $r^{s-1}$ with $(3-4\nu)\sin^2(\pi s/2)+s^2=4(1-\nu)^2$, quoted here without derivation. For $\nu=0.25$ this gives $x^{-0.255}$; on silicon extending beyond the edge the power is about $-0.29$. The true singularity is thus a power and not the model's logarithm, and it is integrable, in keeping with the finite force. The peeling stress is singular too: at 5 nm it is about 180 MPa, twice the shear. A real corner is rounded or yields, which redistributes the shear without changing its integral.

For a line $10h$ wide, the centre lies at $x=2500$ nm from each edge. The model's one-edge deficit there is 0.007, and two edges give about 1.3 %. Full elasticity gives 1.8 % on a rigid base and 3.8 % on silicon. Such a line still has an interior within a few per cent of the full stress.

## What a compliant substrate changes

Silicon is stiff but not rigid. From far away, the shear near the edge acts on the substrate as a line force $F=\sigma h$ per unit width, directed inward along $+x$. Let the substrate extend well beyond the film edge, so that it acts as a half-space. The effect of the force then follows from the trial stress $\sigma_{rr}=A\cos\theta/r$, with all other in-plane components zero and $\theta$ measured from the force. Radial equilibrium, $\partial_r\sigma_{rr}+\sigma_{rr}/r=0$, is satisfied. The surface is free of traction away from the load. The strains are compatible because $\cos\theta/r$ is harmonic. Balance of a half-disc around the load requires

$$F+\int_{-\pi}^{0}\frac{A\cos\theta}{r}\cos\theta\;r\,d\theta=F+\frac{\pi A}{2}=0,$$

so $A=-2F/\pi$. On the surface inside the edge $\theta=0$ and $\sigma_{yy}=0$, and the strain is

$$\varepsilon_{xx}=-\frac{2\sigma h}{\pi E_s'x},\qquad E_s'=\frac{E_s}{1-\nu_s^2}.$$

The peeling forces add nothing at this order: for a vertical line load the surface lies at right angles to the force, where $\cos\theta=0$.

The film follows this strain, so its force changes by $E'h\,\varepsilon_{xx}$:

$$N\simeq\sigma h\left[1-\frac{2}{\pi}\frac{E'}{E_s'}\frac hx\right],\qquad
\tau=\frac{dN}{dx}\simeq\sigma\,\frac{2}{\pi}\frac{E'}{E_s'}\Big(\frac hx\Big)^2 .$$

This is the leading term for a substrate much stiffer than the film, at distances large compared with $h$ but small compared with the substrate thickness and the film width. Within this range the shear thus falls as a power law and not as an exponential. On a free substrate the power law ends before $x$ reaches the substrate thickness, and beyond that the shear dies out far faster: for a substrate $30h$ thick, the missing force at $60h$ is less than a thousandth of the power-law value. The total remains $\sigma h$, because equilibrium never referred to the substrate's stiffness.

With $E_s=160$ GPa and $\nu_s=0.22$, treating silicon as isotropic, the coefficient $(2/\pi)E'/E_s'$ is 0.032. (With the cubic elastic constants of a (001) wafer it is 0.033 for $x$ along $\langle100\rangle$ and 0.030 along $\langle110\rangle$.) A finite-element solution with this substrate included lowers the share transferred within 500 nm from 0.61 to 0.59, and within 2500 nm from 0.991 to 0.981. At $10h$ the shear is 28 kPa, whereas the rigid model gives 2.6 kPa. The tail formula gives $50\ \text{MPa}\times0.032/100=16$ kPa, so ten thicknesses are not yet far enough for the leading term alone. Between about $26h$ and $168h$, the force transferred exceeds the formula by about 6 % (6.5 % with the substrate clamped at a depth of about $1000h$, 6.1 % at $8000h$). Part of the excess arises because the load is centred not at the edge but about 526 nm inside it, by the rigid-base solution. Measuring $x$ from that point raises the formula's force over this range by about 5 %. At $10h$ the shear is less than a thousandth of the film stress. These figures hold for a substrate that continues past the film edge. Where the film edge is flush with the edge of a cut chip, the load acts on a right-angled wedge, the factor $2/\pi$ becomes $1/(\pi/4-1/\pi)$, about 3.4 times larger, and the shear at $10h$ rises to about 72 kPa.

## The real film, and what to compare with strength

The chosen stress and modulus lie in the usual range for such films; 500 nm is thick for a single interconnect level, and $\lambda$ scales with $h$. In a patterned device the edge may not be free. If metal beside the dielectric carries half the film stress across the edge, the integral falls from 25 to 12.5 N/m.

Temperature matters as well. For an expansion mismatch of roughly 10 ppm/K and heating by 80 K, the biaxial stress changes by $-E\,\Delta\alpha\,\Delta T/(1-\nu)=-8.5$ MPa. That lowers the force by 17 %, with the modulus held fixed.

Relaxation by the wafer as a whole is negligible. On a free wafer of thickness $t$, the film force causes a uniform compression $\sigma h/t$. Its moment $\sigma ht/2$ adds the bending stress $6(\sigma ht/2)/t^2=3\sigma h/t$ at the surface. The film loses the fraction $4hM_f/(M_st)$ of its stress, where $M=E/(1-\nu)$ for film and substrate. For $t=775$ µm this is 0.013 % with the isotropic constants, and 0.015 % with the biaxial modulus of a (001) wafer, 180 GPa. A thickness gradient of 1 % per millimetre, at fixed stress, leaves an interior shear of 250 Pa.

Because the elastic peak at a sharp corner has no finite value, an energy is a better measure of the danger than a peak stress. When a long strip of film comes loose from the edge inward, its stress falls from $\sigma$ to zero while its strain changes by $\sigma/E'$ in magnitude. The stress along $z$ does no work, since $\varepsilon_{zz}$ is fixed. The energy released per unit area is the triangle under this line times the thickness:

$$\mathcal G=\frac{\sigma^2h}{2E'}=\frac{(50\times10^6)^2(500\times10^{-9})}{2(8.53\times10^9)}\ \text{J/m}^2=0.073\ \text{J/m}^2 .$$

This holds on a rigid substrate for a debond much longer than $h$. Against a rough adhesion energy of 4 J/m², it leaves a factor of about 55. A weaker interface, a thicker film or added stress from neighbouring layers would reduce that margin. The margin concerns debonding only. A crack that runs through the thickness of the tensile film and spreads along it releases about $1.05\,\sigma^2h/E'=0.15$ J/m² on a rigid base, twice as much, and has to be compared with the toughness of the film itself.

For the mesh, this film needs its finest elements at the corner and good resolution over the first few thicknesses; beyond them the shear is small and smooth. For a strength estimate, the load is $\sigma h$, spread over a length of order $h$ when the substrate is much stiffer than the film and the interface stays elastic. The length grows with $E'/E_s'$: 90 % of the force is collected within about $2.7h$ for this film on silicon, $8h$ for film and substrate of equal stiffness, and $12h$ for a 250 GPa film on silicon. It does not become smaller when the film is made longer.

Numerical values quoted here were computed with a short program.
